\section*{Lithium levels by attaching an electron to Li+}

\section*{The problem}

A lithium atom in its ground state has one 2s electron outside a 1s$^2$ core. Its lowest levels can be computed by solving the closed-shell ion Li$^+$ first and then attaching an electron. The method is EA-EOM-CCSD: equation-of-motion coupled cluster for electron attachment, with single and double excitations in the ion.

Use Hartree atomic units, with energies in hartree (Eh). The nucleus is fixed, the Hamiltonian $H$ is nonrelativistic, and all electrons are correlated. Orbital $0$ is the 1s orbital of Li$^+$ from a Hartree--Fock calculation on the ion; $a,b,c$ denote the $v$ virtual orbitals. All orbitals are real. The reference determinant is $|\Phi\rangle=a^\dagger_{0\alpha}a^\dagger_{0\beta}|\mathrm{vac}\rangle$, and
\[
E_{pq}=a^\dagger_{p\alpha}a_{q\alpha}+a^\dagger_{p\beta}a_{q\beta}.
\]
``Exact in the basis'' means full configuration interaction (full CI) in the given orbitals.

\section*{(a) The ion}

\textbf{Question.} Show that CCSD can represent the ground state of Li$^+$ exactly in the basis, and find the amplitudes from the full-CI coefficients.

\textbf{Answer.} Write $|pq\rangle=a^\dagger_{p\alpha}a^\dagger_{q\beta}|\mathrm{vac}\rangle$. The singlet ground state is $\sum_{pq}c_{pq}|pq\rangle$ with $c_{pq}=c_{qp}$. If $|\Phi\rangle$ is present in it, we may scale the state so that $c_{00}=1$. Take
\begin{equation}
T=\sum_a t_aE_{a0}+\frac12\sum_{ab}t_{ab}E_{a0}E_{b0},\qquad t_{ab}=t_{ba}.
\end{equation}
Each $E_{a0}$ moves one electron out of orbital $0$, of either spin:
\begin{align}
E_{a0}|\Phi\rangle&=|a0\rangle+|0a\rangle,\\
E_{a0}E_{b0}|\Phi\rangle&=E_{a0}\bigl(|b0\rangle+|0b\rangle\bigr)=|ba\rangle+|ab\rangle .
\end{align}
Since $t_{ab}$ is symmetric, the two terms of the second line contribute equally, and the factor $\frac12$ cancels:
\[
T|\Phi\rangle=\sum_a t_a\bigl(|a0\rangle+|0a\rangle\bigr)+\sum_{ab}t_{ab}|ab\rangle .
\]
In $T^2/2$ the product of two single excitations gives
\[
\frac12\sum_{ab}t_at_b\bigl(|ba\rangle+|ab\rangle\bigr)=\sum_{ab}t_at_b|ab\rangle .
\]
All other products would remove three or more electrons from orbital $0$, which holds two, so they vanish. Comparing coefficients,
\begin{equation}
t_a=c_{a0},\qquad t_{ab}=c_{ab}-t_at_b .
\end{equation}
Every singlet with $c_{00}\neq0$, once scaled to $c_{00}=1$, is therefore of the form $e^T|\Phi\rangle$.

The CCSD equations demand that $\bar H=e^{-T}He^T$ should not connect $|\Phi\rangle$ to single or double excitations. For two electrons there are no others, so
\begin{equation}
\bar H|\Phi\rangle=E_+|\Phi\rangle,\qquad E_+=E(\mathrm{Li}^+),
\end{equation}
and multiplication by $e^T$ gives $He^T|\Phi\rangle=E_+e^T|\Phi\rangle$. The ground-state solution is thus the full-CI state. In the 6-31G basis both energies are $-7.235643$ Eh.

\section*{(b) Attaching the electron}

\textbf{Question.} Derive the eigenvalue equation for the neutral atom. Count the determinants with $M_S=\frac12$ and identify what EA-EOM-CCSD leaves out.

\textbf{Answer.} In this part $a,b$ run over virtual spin orbitals and $j$ over the two occupied ones. Let
\begin{equation}
|\Psi\rangle=Re^T|\Phi\rangle,\qquad
R=\sum_a r^a a_a^\dagger+\frac12\sum_{abj}r^{ab}_j\,a_a^\dagger a_b^\dagger a_j .
\end{equation}
The first term adds a particle (1p). The second adds a particle while exciting a core electron (2p1h). Both $R$ and $T$ contain only creators of virtual and annihilators of occupied spin orbitals. These all anticommute with one another, and each term of $T$ has an even number of them. Moving $T$ through $R$ therefore costs no sign, and $RT=TR$.

Insert this in $H|\Psi\rangle=E|\Psi\rangle$:
\begin{align}
He^TR|\Phi\rangle&=Ee^TR|\Phi\rangle,\\
e^{-T}He^TR|\Phi\rangle&=ER|\Phi\rangle,\\
(\bar H-E_+)R|\Phi\rangle&=\omega R|\Phi\rangle,\qquad \omega=E-E_+ .
\end{align}
A bound outer electron has $\omega<0$. The ionization energy and the excitation energy are
\begin{equation}
I=-\omega_{2s},\qquad \Delta E=\omega_{2p}-\omega_{2s}.
\end{equation}

For $M_S=\frac12$ there are two $\alpha$ electrons and one $\beta$ electron. With $v$ virtual spatial orbitals the determinants are:
\begin{itemize}
\item 1p: $0\alpha,a\alpha,0\beta$, which gives $v$;
\item 2p1h: $a\alpha,b\alpha,0\beta$ or $0\alpha,a\alpha,b\beta$, which gives $\frac12v(v-1)+v^2$;
\item 3p2h: $a\alpha,b\alpha,c\beta$, which gives $\frac12v^2(v-1)$.
\end{itemize}
For 6-31G, $v=8$ and the numbers are $8$, $28+64=92$ and $224$. Their sum is $324$. Directly, two $\alpha$ electrons in nine orbitals have $36$ arrangements and the $\beta$ electron has $9$, and $36\times9=324$.

EA-EOM-CCSD solves the equation projected on 1p and 2p1h and leaves out 3p2h. With 3p2h restored the space is complete. Since $\bar H$ and $H$ are related by a similarity transformation, the roots are then those of full CI. The truncated method is an approximation for Li although its reference is exact for Li$^+$. Because $\bar H$ is not Hermitian, the truncated roots carry no variational guarantee of lying above the full-CI ones. In the 12 s basis of part (e), for example, the truncated 2s root lies $0.000009$ Eh below full CI.

\section*{(c) The frozen core}

\textbf{Question.} Set $T=0$ and keep only 1p determinants. Find $\omega$. In the largest basis of this problem the orbital energies of Li$^+$ are $\varepsilon_{2s}=-0.196290$ and $\varepsilon_{2p}=-0.128617$ Eh. What do they predict?

\textbf{Answer.} Let $|\Phi_a\rangle=a^\dagger_{a\alpha}|\Phi\rangle$. The added electron has a one-electron energy, a Coulomb interaction with both core electrons, and exchange with the one of the same spin. In the notation $(pq|rs)$, with $p,q$ belonging to one electron and $r,s$ to the other,
\begin{equation}
\langle\Phi_a|H|\Phi_b\rangle=E_{\mathrm{HF}}\delta_{ab}
+h_{ab}+2(ab|00)-(a0|0b).
\end{equation}
The last three terms are the Fock matrix of Li$^+$, which is diagonal in its canonical orbitals with elements $\varepsilon_a$. In this approximation $E_+=E_{\mathrm{HF}}$, so $\omega_a=\varepsilon_a$. The prediction is
\begin{align}
I&\approx0.196290\ \mathrm{Eh},\\
\Delta E&\approx-0.128617+0.196290=0.067673\ \mathrm{Eh}.
\end{align}
With 1 Eh $=27.211386$ eV these are 5.341 and 1.841 eV. The outer electron moves in the mean field of an unchanged core, and this already gives most of both energies.

\section*{(d) The response of the core}

\textbf{Question.} Consider an outer electron held at a large distance $D$ from the nucleus. Show that the core response lowers the energy. Then determine which angular momenta can occur in the 2p1h part of the 2s and 2p states.

\textbf{Answer.} Let $\mathbf n$ be the unit vector towards the outer electron. For core electrons at $r_i\ll D$,
\begin{equation}
\frac1{|D\mathbf n-\mathbf r_i|}=\frac1D+\frac{\mathbf n\cdot\mathbf r_i}{D^2}+\cdots .
\end{equation}
The first term, summed over two core electrons and combined with the nuclear attraction $-3/D$, gives the ionic potential $-1/D$. The second is a perturbation $W=d/D^2$ with $d=\sum_i\mathbf n\cdot\mathbf r_i$. Its mean value in the spherical core is zero. Let $|k\rangle$ be the core states with energies $E_k$, and $k=0$ the ground state. Second-order perturbation theory gives
\begin{equation}
\Delta E_{\mathrm{pol}}=-\frac1{D^4}\sum_{k\ne0}
\frac{|\langle k|d|0\rangle|^2}{E_k-E_0}=-\frac{\alpha}{2D^4},
\end{equation}
where $\alpha=2\sum_{k\neq0}|\langle k|d|0\rangle|^2/(E_k-E_0)>0$ is the dipole polarizability of the core. The shift is negative. Since $d$ turns an s orbital into a p orbital, a basis of s functions alone cannot describe it. The formula was derived for an electron held far outside the core and does not apply inside it. The EOM calculation does not use this expansion: its 2p1h determinants enter with the full electron repulsion.

For the selection rule, note that $H$ and the S ground state of Li$^+$ are unchanged by rotation and inversion. Hence so are $T$ and $\bar H$, and each root has definite orbital angular momentum $L$ and parity. A 2p1h determinant contains one remaining 1s electron and two particles with angular momenta $l_a,l_b$; its parity is $(-1)^{l_a+l_b}$.

\emph{The 2s state} has $L=0$ and even parity. Two angular momenta couple to zero only if $l_a=l_b$, so the pairs are ss, pp, dd, and so on.

\emph{The 2p state} has $L=1$ and odd parity. Coupling to one requires $|l_a-l_b|\le1$, and odd parity excludes $l_a=l_b$. The pairs are therefore sp, pd, df, and so on.

The dipole response moves a core electron from 1s to a p orbital, while the outer electron changes its angular momentum by one unit. For 2s this is the pair pp. For 2p it is the pairs sp and pd. A basis with s and p functions thus contains ss and pp for 2s and sp for 2p, but omits pd: it has the angular pair of the dipole response for 2s, and only one of the two such pairs for 2p.

\section*{(e) Reading the truncations}

\textbf{Question.} In 6-31G, successive approximations to the two roots are as follows, in Eh.
\begin{center}
\begin{tabular}{lcc}
 & 2s & 2p\\
orbital energy & $-0.195749$ & $-0.124555$\\
$\bar H$, 1p only & $-0.195691$ & $-0.124552$\\
$\bar H$, 1p and 2p1h & $-0.195903$ & $-0.124666$\\
full CI & $-0.195911$ & $-0.124671$
\end{tabular}
\end{center}
In a basis of 12 s shells the 2s root lies $0.000120$ Eh \emph{above} its orbital energy. With 7 p shells added it lies $0.001577$ Eh below. Interpret these numbers.

\textbf{Answer.} Replacing $H$ by $\bar H$ in the 1p space raises the 2s root by $0.000058$ Eh. Correlating the ion alone does not supply the response to the new electron. Adding 2p1h lowers the root by
\[
0.195903-0.195691=0.000212\ \mathrm{Eh},
\]
and the missing 3p2h determinants account for the remaining $0.000008$ Eh. For 2p the corresponding steps are $0.000114$ and $0.000005$ Eh.

These small truncation errors do not make 6-31G a good basis. Its EOM excitation energy is $0.195903-0.124666=0.071237$ Eh, or 1.938 eV, and full CI in the same basis gives nearly the same value, $0.071240$ Eh. Full CI removes the truncation error but leaves the basis error.

The positive shift in the s basis can be understood by separating two energy gains. Let $G_+=E_{\mathrm{HF}}-E_+$ be the correlation gain of the ion, and $G=E_{\mathrm{HF}}+\varepsilon-E$ the gain of the atom relative to the frozen-core determinant. Then
\begin{align}
\omega-\varepsilon&=E-E_+-\varepsilon\notag\\
&=(E_{\mathrm{HF}}+\varepsilon-G)-(E_{\mathrm{HF}}-G_+)-\varepsilon
=G_+-G .
\end{align}
A positive shift means that the atom gains less than the ion. One possible cause is exclusion: the 2s electron blocks some of the excitations by which the core pair correlates in Li$^+$. The numbers do not isolate this cause.

Once p functions are present, $G$ exceeds $G_+$ and the shift is negative, as the polarization argument of part (d) leads one to expect. The p functions also raise $G_+$, from $0.016$ to $0.037$ Eh, but this extra core correlation is present in the atom too and nearly cancels in $\omega$. If the pp pairs are deleted from the 2p1h space, the shift in the s and p basis is $+0.000113$ Eh. The change from $+0.000120$ to $-0.001577$ Eh therefore comes almost wholly from the pp pairs.

\section*{(f) The levels and their errors}

\textbf{Question.} In an uncontracted basis of 12 s, 7 p and 3 d shells (48 functions), EA-EOM-CCSD gives $\omega_{2s}=-0.197946$ and $\omega_{2p}=-0.130040$ Eh. Without the d shells, $\omega_{2s}=-0.197868$ Eh and $\Delta E=0.068632$ Eh. Find the ionization and excitation energies in eV and assess their errors.

In a smaller 7s4p basis, the EOM roots lie above full CI by $0.000011$ Eh for 2s and $0.000031$ Eh for 2p. Separate coupled-cluster calculations on Li and Li$^+$ in the 48-function basis give $I=0.197925$ Eh.

\textbf{Answer.} From the definitions in part (b),
\begin{align}
I&=0.197946\times27.211386=5.386\ \mathrm{eV},\\
\Delta E&=-0.130040+0.197946=0.067906\ \mathrm{Eh}\notag\\
&=0.067906\times27.211386=1.848\ \mathrm{eV}.
\end{align}
The assignment of the roots to 2s and 2p rests on the 1p amplitudes: the lowest root has s character, and the next three, equal in energy, have p character.

Relative to the orbital energies of part (c), the 2s root is lowered by $0.001656$ Eh and the 2p root by $0.001423$ Eh. The whole of the first shift enters $I$, but only the difference, $0.000233$ Eh, enters $\Delta E$. This is why the frozen core predicts the excitation energy with the smaller absolute error relative to EOM.

\emph{Missing 3p2h.} In the 7s4p basis the error in $\Delta E$ relative to full CI is $0.000031-0.000011=0.000020$ Eh, about 0.0005 eV. This figure depends on the basis: in the 48-function basis the EOM roots lie above full CI by $0.000014$ Eh for 2s and $0.000020$ Eh for 2p, so the error is about 0.0004 eV in $I$ and 0.0002 eV in $\Delta E$. The separate calculations differ from the EOM ionization energy by $0.000021$ Eh, about 0.0006 eV. They use different orbitals for the neutral atom and also omit connected triple excitations, so this is a check between two approximations, not a measured distance from full CI.

\emph{Basis.} Adding d functions changes $I$ by $0.000078$ Eh, or 0.002 eV. It changes $\Delta E$ by
\[
0.067906-0.068632=-0.000726\ \mathrm{Eh},
\]
or $-0.020$ eV. The 2p level is the more sensitive one. This fits part (d), since d functions open the pd pairs for 2p; with the pd pairs deleted from the 2p1h space, the d shells move the 2p root by only $-0.000001$ Eh instead of $-0.000804$ Eh. The next pairs, df for 2p and ff for 2s, need f functions and are absent. The three d shells are also all rather diffuse, and tight s and p functions are missing as well. Extending the same progression of exponents to 14 s, 9 p, 5 d and 2 f shells (80 functions) raises $I$ by 0.0035 eV, to 5.390 eV, and lowers $\Delta E$ by 0.0004 eV. The small change in $\Delta E$ is partly a cancellation: the tight s and p shells alone raise it by 0.0014 eV and the tighter d shells alone lower it by 0.0006 eV. The orbital energies of part (c) move by less than $0.00002$ Eh. The basis limit has not been established, and the third decimal in eV identifies the computed result without claiming that accuracy for the real atom.

\emph{The core energy.} The ion's correlation gain is $7.272388-7.235248=0.037140$ Eh, more than twenty times the 2s shift. This gain is not converged: in the 80-function basis it is $0.0415$ Eh and the 2s shift is $-0.00177$ Eh. Correlating the core in only one of Li and Li$^+$ would therefore shift the ionization energy by about 1 eV. The two must be treated alike: leaving the core uncorrelated in both, as in part (c), changes the ionization energy by only 0.045 eV relative to EOM. In $\Delta E$, a difference between two states of Li, the energy of the ion cancels. The Hartree--Fock energy of the ion alone does not rank these two bases for the levels: the Hartree--Fock energy of Li$^+$ is lower in 6-31G ($-7.235480$ Eh) than in the 48-function basis ($-7.235248$ Eh), yet 6-31G gives the excitation energy 0.09 eV higher. The larger basis does not contain the smaller one, so the variational principle does not order their energies. The correlated energies of the ion, $-7.235643$ Eh in 6-31G and $-7.272388$ Eh in the 48-function basis, fall in the opposite order.

\emph{Physics left out.} Relativity, including the fine-structure splitting of 2p, and the finite nuclear mass are absent from $H$.

\emph{States outside the method's best range.} The argument so far concerns one electron outside an intact core. For a state such as 1s\,2s$^2$, the leading determinant is already 2p1h. Exciting the remaining 1s electron in response requires 3p2h, which the method omits. The small errors found for 2s and 2p cannot be carried over to such states: in the 12 s basis the root of mainly 1s\,2s$^2$ character lies $0.038$ Eh above its full-CI value.

The numerical output below gives the energies stated in the questions and the ion energies; it does not list the full-CI values in the 12 s and 48-function bases, the 1s\,2s$^2$ root, the ion's correlation gain in the s and the s-and-p bases, the roots with pairs deleted, or the values in the extended bases.

\section*{Numbers as computed}
\begin{verbatim}
6-31G: orbitals, 1p, 2p1h, 3p2h determinants (counts): 9 8 92 224
6-31G Li+ HF energy: -7.235480 Eh
6-31G Li+ CCSD energy: -7.235643 Eh
6-31G Li+ exact energy in basis: -7.235643 Eh
6-31G 2s orbital energy: -0.195749 Eh
6-31G 2s root, Hbar in 1p only: -0.195691 Eh
6-31G 2s root, explicit 1p+2p1h: -0.195903 Eh
6-31G 2s root, EOM solver: -0.195903 Eh
6-31G 2s root, full CI: -0.195911 Eh
6-31G 2p orbital energy: -0.124555 Eh
6-31G 2p root, Hbar in 1p only: -0.124552 Eh
6-31G 2p root, explicit 1p+2p1h: -0.124666 Eh
6-31G 2p root, EOM solver: -0.124666 Eh
6-31G 2p root, full CI: -0.124671 Eh
Medium basis: 7s4p, smallest exponent 0.03 bohr^-2, ratio 4
Medium 2s root, EOM: -0.196876 Eh
Medium 2s root, full CI: -0.196887 Eh
Medium 2s EOM minus full CI: 0.0000111 Eh
Medium 2p root, EOM: -0.128743 Eh
Medium 2p root, full CI: -0.128774 Eh
Medium 2p EOM minus full CI: 0.0000313 Eh
Medium excitation, EOM: 0.068133 Eh
Medium excitation, full CI: 0.068113 Eh
Production basis: 12s7p3d, 48 functions
Smallest s and p exponent: 0.015 bohr^-2
Exponent ratio: 2.5 (no unit)
d exponents (bohr^-2): 0.09375 0.23438 0.58594
s-only 2s root: -0.196170 Eh
s-only 2s shift from orbital energy: 0.000120 Eh
sp 2s root: -0.197868 Eh
sp 2s shift from orbital energy: -0.001577 Eh
sp excitation: 0.068632 Eh
spd Li+ HF energy: -7.235248 Eh
spd Li+ CCSD energy: -7.272388 Eh
spd 2s orbital energy: -0.196290 Eh
spd 2p orbital energy: -0.128617 Eh
spd 2s EOM root: -0.197946 Eh
spd 2p EOM root: -0.130040 Eh
spd 2s shift from orbital energy: -0.001656 Eh
spd 2p shift from orbital energy: -0.001423 Eh
Ionization from separate CCSD energies: 0.197925 Eh
Hartree energy: 27.211386 eV
Ionization energy: 0.197946 Eh
Ionization energy: 5.3864 eV
2s to 2p excitation: 0.067906 Eh
2s to 2p excitation: 1.8478 eV
\end{verbatim}
